# Dose from a Constant Surface Concentration, and When Diffusivity Varies, part 1

(Sections cited here and not found follow in the second part.)

## First half: constant diffusivity

### The situation

A silicon wafer sits in a furnace at 1273 K. Its surface touches a source that supplies boron and holds the boron concentration just inside the silicon at a fixed value. The wafer contained no boron at the start. After an hour it is taken out, and two questions matter for the device to be built in it: how many boron atoms have entered under each square centimetre, and how deep have they gone?

The first number is the dose $Q$, an amount per unit area. One might expect two hours to give twice the dose of one hour, since the source has not changed. That would be right if atoms entered at a steady rate. But they enter because the concentration falls steeply below the surface, and the atoms already inside make that fall gentler. The rate must drop with time.

Let $x$ be the depth below the surface, $t$ the time since the source was applied, $C(x,t)$ the boron concentration and $C_s$ its fixed surface value. The flux $J$ is the number of atoms crossing unit area per unit time, counted positive into the silicon.

### Simplest case: a triangular profile

Before solving anything, replace the true profile by a straight line that falls from $C_s$ at the surface to zero at a depth $\delta(t)$. The dose is the area of the triangle,

$$Q=\tfrac12 C_s\delta .$$

Fick's law says that the flux is proportional to the concentration gradient and runs down it, with the diffusivity $D$ as the factor. The slope of the line is $-C_s/\delta$, so the inward flux at the surface is $DC_s/\delta$. This flux must supply the growth of the dose:

$$\tfrac12 C_s\frac{d\delta}{dt}=\frac{DC_s}{\delta}.$$

Multiplying by $2\delta/C_s$ gives $\delta\,d\delta/dt=2D$. The left side is $\tfrac12\,d(\delta^2)/dt$, hence $\delta^2=4Dt$ when $\delta=0$ at the start. Therefore

$$\delta=2\sqrt{Dt},\qquad Q\approx C_s\sqrt{Dt}.$$

The surface concentration has cancelled from $\delta$: a stronger source raises the whole profile in proportion but does not stretch it. The depth at which a given concentration is reached still increases, because the profile is higher. The dose grows as the square root of time, so doubling it takes four times as long.

The triangle cannot be the true profile. A straight line carries the same flux at every depth, so nothing would accumulate inside it, while its concentration is supposed to rise. The estimate balances the atoms in total but not at each depth. The square root should survive a better treatment; the numerical factor need not.

### Balancing atoms at each depth

Consider a slice between $x$ and $x+dx$. Per unit area it holds $C\,dx$ atoms. It gains $J(x)$ per unit time through its upper face and loses $J(x+dx)$ through its lower one. If no atoms are created, trapped or destroyed inside,

$$\frac{\partial C}{\partial t}\,dx=J(x)-J(x+dx)=-\frac{\partial J}{\partial x}\,dx .$$

With Fick's law, $J=-D\,\partial C/\partial x$, and with $D$ the same at all depths, times and concentrations, this becomes

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}.$$

The conditions are $C(0,t)=C_s$ for $t>0$, $C(x,0)=0$ for $x>0$, and $C\to0$ as $x\to\infty$. They contain several assumptions. The source window is wide compared with the diffusion depth, so that one coordinate suffices. The wafer is thick on the same scale, so that its back face plays no part. The temperature is constant, and the source neither runs out nor has difficulty in passing atoms to the silicon.

### One variable instead of two

The equation is linear, so $C$ is proportional to $C_s$. The ratio $C/C_s$ has no dimension and can depend on $x$, $t$ and $D$ alone. The product $Dt$ is a length squared, and no other length appears in the problem. The dimensionless combination available is therefore $x/\sqrt{Dt}$ or a function of it. Choose

$$\eta=\frac{x}{2\sqrt{Dt}},\qquad C=C_sf(\eta),$$

where the factor 2 is there to simplify the equation that follows. The chain rule needs two derivatives. Since $\eta$ varies as $t^{-1/2}$ at fixed $x$,

$$\frac{\partial\eta}{\partial t}=-\frac{\eta}{2t},\qquad
\frac{\partial\eta}{\partial x}=\frac{1}{2\sqrt{Dt}} .$$

With a prime for differentiation by $\eta$, the two sides of the diffusion equation are

$$\frac{\partial C}{\partial t}=-\frac{C_s\eta}{2t}f',\qquad
D\frac{\partial^2C}{\partial x^2}=D\,\frac{C_s}{4Dt}f''=\frac{C_s}{4t}f'' .$$

Equating them and multiplying by $4t/C_s$ gives

$$f''+2\eta f'=0 .$$

Both the surface condition and the two conditions of emptiness fit this variable. At $x=0$ we have $\eta=0$, so $f(0)=1$. At fixed $x>0$, letting $t\to0$ sends $\eta$ to infinity, as does letting $x\to\infty$ at fixed $t$. Both require $f(\infty)=0$.

### Solving for the profile

Multiply the equation by $e^{\eta^2}$. Its left side becomes $(e^{\eta^2}f')'$, so $e^{\eta^2}f'$ is a constant $A$, and

$$f'=Ae^{-\eta^2},\qquad f(\eta)=1+A\int_0^\eta e^{-s^2}ds .$$

The condition at infinity needs the Gaussian integral $G=\int_0^\infty e^{-s^2}ds$. Its square is an integral over a quarter plane, which polar coordinates make elementary:

$$G^2=\int_0^{\pi/2}d\theta\int_0^\infty e^{-r^2}r\,dr=\frac{\pi}{2}\cdot\frac12=\frac{\pi}{4},\qquad G=\frac{\sqrt\pi}{2}.$$

Thus $0=1+A\sqrt\pi/2$, or $A=-2/\sqrt\pi$. The sign is negative because the concentration falls with depth. Writing the 1 as $(2/\sqrt\pi)\int_0^\infty e^{-s^2}ds$ leaves the part of the integral beyond $\eta$:

$$f(\eta)=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds\equiv\operatorname{erfc}\eta .$$

This is the complementary error function, and the profile is

$$C(x,t)=C_s\operatorname{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).$$

To see how fast it approaches the empty limit, note that $s/\eta\ge1$ throughout the integral when $\eta>0$. Inserting this factor can only enlarge the result:

$$\operatorname{erfc}\eta\le\frac{2}{\sqrt\pi\,\eta}\int_\eta^\infty s\,e^{-s^2}ds=\frac{e^{-\eta^2}}{\sqrt\pi\,\eta}.$$

At any fixed depth the concentration therefore vanishes as $t\to0$, faster than any power of $t$.

Could another profile meet the same conditions? Compare two bounded, non-negative solutions that decay smoothly at large depth and whose doses start from zero. Their difference $w$ obeys the diffusion equation and vanishes at the surface. Multiplying that equation by $2w$ and integrating by parts gives

$$\frac{d}{dt}\int_0^\infty w^2dx=2D\int_0^\infty w\frac{\partial^2w}{\partial x^2}dx=-2D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0 .$$

The integral of $w^2$ starts from zero, because bounded concentrations with vanishing dose also have a vanishing integrated square. It cannot grow and cannot be negative, so $w=0$. Within this class the solution is unique.

### Counting the atoms

The dose is the integral of the profile. With $dx=2\sqrt{Dt}\,d\eta$,

$$Q=\int_0^\infty C\,dx=2C_s\sqrt{Dt}\int_0^\infty\operatorname{erfc}\eta\,d\eta .$$

Integrate by parts, using $(\operatorname{erfc}\eta)'=-(2/\sqrt\pi)e^{-\eta^2}$:

$$\int_0^\infty\operatorname{erfc}\eta\,d\eta=\Big[\eta\operatorname{erfc}\eta\Big]_0^\infty+\frac{2}{\sqrt\pi}\int_0^\infty\eta e^{-\eta^2}d\eta=0+\frac{2}{\sqrt\pi}\cdot\frac12=\frac1{\sqrt\pi}.$$

The boundary term vanishes at infinity by the bound found above. Hence

$$Q(t)=2C_s\sqrt{\frac{Dt}{\pi}} .$$

The triangle gave $C_s\sqrt{Dt}$. The correct factor is $2/\sqrt\pi\approx1.128$, so the triangle falls short by about 11% of the true dose. It had the right power of time because both treatments contain the same single length.

### The same dose from the surface flux

Atoms in the silicon must have crossed its surface, which gives a second way of counting. From $f'(0)=-2/\sqrt\pi$,

$$J(0,t)=-D\,\frac{C_s}{2\sqrt{Dt}}f'(0)=C_s\sqrt{\frac{D}{\pi t}} .$$

Its integral from the start is

$$\int_0^tJ(0,t')dt'=C_s\sqrt{\frac D\pi}\;2\sqrt t=2C_s\sqrt{\frac{Dt}{\pi}},$$

as before. The two counts also give $Q=2tJ(0,t)$: the average flux so far is twice the present flux.

As $t\to0$ the flux diverges, yet the dose goes to zero, because $t^{-1/2}$ can be integrated. The infinite initial flux comes from demanding a finite concentration step across zero distance.

### A source that passes atoms at a finite rate

To remove that demand, let the source deliver atoms at a rate proportional to the shortfall at the surface, with a transfer velocity $k$:

$$J(0,t)=k\,[C_s-C(0,t)] .$$

Now the flux cannot exceed $kC_s$ as long as $C(0,t)\ge0$. Equating it to $-D\,\partial C/\partial x$ at the surface and dividing by $k$,

$$C(0,t)-\ell\left.\frac{\partial C}{\partial x}\right|_{0}=C_s,\qquad \ell=\frac Dk .$$

The left side is the profile continued along its tangent to $x=-\ell$. Once $\sqrt{Dt}\gg\ell$, the transfer resistance therefore acts like an extra layer of silicon of thickness $\ell$, with the ideal source on its outer face, and the profile is close to the erfc profile with its origin moved to $-\ell$. At earlier times the comparison fails, because a real layer would first have to fill with atoms. The erfc has no curvature at its origin, so its tangent there is a good replacement over a short distance. The atoms that would fill the extra layer are missing from the wafer, and the lost dose is close to $C_s\ell$. As $k\to\infty$ the loss vanishes and the ideal source returns.

### Numbers for one hour

Take $D=1.5\times10^{-14}$ cm²/s, a rough value for boron in silicon at this temperature, and $t=3600$ s. The source is a dilute one with $C_s=10^{18}$ cm⁻³. Then

$$\sqrt{Dt}=\sqrt{5.4\times10^{-11}\ \text{cm}^2}=7.35\times10^{-6}\ \text{cm}=73.5\ \text{nm},$$

$$Q=\frac{2\,(10^{18}\ \text{cm}^{-3})(7.348\times10^{-6}\ \text{cm})}{1.772}=8.29\times10^{12}\ \text{cm}^{-2}.$$

After a quarter of the time the dose is already $4.15\times10^{12}$ cm⁻², half of the final one. The surface flux at the end is $1.15\times10^{9}$ cm⁻² s⁻¹, and $2\times3600$ s times this flux returns the dose.

Suppose the wafer carries a uniform donor background $C_B=10^{15}$ cm⁻³. The junction lies at the depth $x_j$ where the boron has fallen to that value. Inverting the profile,

$$x_j=2\sqrt{Dt}\,\operatorname{erfc}^{-1}\!\left(\frac{C_B}{C_s}\right)=147.0\ \text{nm}\times2.327=342\ \text{nm}.$$

If $C_B$ approaches $C_s$, the inverse function goes to zero and the junction moves to the surface, as it should.

These results were tested against a direct numerical solution that does not use the erfc. It starts from empty silicon, divides a depth of $12\sqrt{Dt}$ into 600 cells and balances the atoms in each. Its largest departure from the erfc profile is $1.3\times10^{-5}$ of $C_s$; its dose is $8.2917\times10^{12}$ cm⁻² against $8.2919\times10^{12}$ cm⁻² from the formula, and its junction is also at 342 nm.

For the finite source, take $k=10^{-7}$ cm/s as an illustration. Then $\ell=1.5$ nm, and the estimated loss $C_s\ell=1.5\times10^{11}$ cm⁻² is 1.8% of the dose. The direct solution with this boundary condition gives 1.79%.

## Second half: diffusivity that depends on concentration

### What is carried over

As before, $x$ is depth, $t$ time, $C$ the boron concentration, $C_s$ its fixed surface value, $C_B$ the background doping, $J$ the inward flux and $Q$ the dose. For constant diffusivity, with $\eta=x/(2\sqrt{Dt})$,

$$C=C_s\operatorname{erfc}\eta,\qquad Q=2C_s\sqrt{\frac{Dt}{\pi}},\qquad Q=2tJ(0,t).$$

The example has $D=1.5\times10^{-14}$ cm²/s, $t=3600$ s and $C_s=10^{18}$ cm⁻³, with a dose of $8.29\times10^{12}$ cm⁻² and a junction at 342 nm for $C_B=10^{15}$ cm⁻³. The surface is again taken as ideal.

So far every boron atom has moved as if the others were absent. Boron in silicon is an acceptor, however: it takes up a negative charge and leaves a mobile hole behind. Enough boron changes the carrier densities and creates an electric field. Write $D_i$ for the diffusivity at low concentration, the $D$ of the first half, and

$$D_{\rm eff}(C)=D_i\,g(C),\qquad g(0)=1$$

for the effective diffusivity at any concentration. Which of the earlier results outlive this change?

### The square root survives

With a varying diffusivity the balance of atoms reads

$$\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(D_ig\,\frac{\partial C}{\partial x}\right).$$

The factor $g$ must stay inside the outer derivative, since it varies with depth through $C$. Try the same variable, now $\eta=x/(2\sqrt{D_it})$, with $C=C_sf(\eta)$. The time derivative is unchanged, and each depth derivative again brings a factor $1/(2\sqrt{D_it})$:

$$-\frac{C_s\eta}{2t}f'=\frac{C_s}{4t}(gf')'\quad\Longrightarrow\quad(gf')'+2\eta f'=0 .$$

Time has dropped out, and the conditions remain $f(0)=1$, $f(\infty)=0$. The profile keeps its shape when depth is measured in units of $\sqrt t$, although that shape is in general no longer an erfc. The dose is

$$Q=2C_s\sqrt{D_it}\;I,\qquad I=\int_0^\infty f\,d\eta .$$

The number $I$ depends on the function $g$ and on $C_s$, but not on time. Hence $Q\propto\sqrt t$ for any diffusivity that depends on concentration alone, provided that the surface concentration and temperature are constant and such a decaying solution exists. A diffusivity that also changes with time or position breaks the argument.

The relation between dose and flux survives too. Integrate the equation for $f$ over all $\eta$. The first term gives $-g(C_s)f'(0)$. The second, by parts, gives $-2I$. Thus $g(C_s)f'(0)=-2I$, and

$$J(0,t)=-D_ig(C_s)\frac{C_s}{2\sqrt{D_it}}f'(0)=C_s\sqrt{\frac{D_i}{t}}\;I=\frac{Q}{2t}.$$

In the limit $g=1$ we have $I=1/\sqrt\pi$, and the earlier dose returns. It follows that a measured dose growing as $\sqrt t$ does not show that the diffusivity is constant. The evidence for that lies in the shape of the profile, or in how the dose changes with $C_s$.

For constant diffusivity the profile is an erfc and the dose grows as $\sqrt t$; with the surface concentration and temperature held constant, that square root survives for any diffusivity that depends on concentration alone, provided a decaying solution of the assumed form exists. It remains to find $g(C)$ for boron and to see how much it changes the dose and the profile.

All numerical values are calculated from the stated model.
